# Telegraph steps larger than the area-averaged threshold shift in percolating channels

**Q.** My small two-dimensional transistor switches between two current levels below threshold. I convert the step to a threshold shift and get more than one electron charge divided by the gate capacitance. Must several traps be switching together?

**A.** No. That estimate spreads the charge evenly over the channel, while the current may use the channel very unevenly. Let us first fix what the estimate says.

Put the channel at $z=0$, the gate at $z=-t$ and the trap in the oxide at $z=-d$. I use atomic units in the algebra, so $e=\hbar=m_e=1$ and the vacuum permittivity is $1/4\pi$. The relative permittivities are $\kappa$ in the oxide and $\kappa_{\rm top}$ above. A captured electron raises the energy of channel electrons by $u(\mathbf r)\ge 0$. At in-plane wave number $k$, Poisson's equation in the oxide is

$$\kappa\,(u''-k^2u)=-4\pi\,\delta(z+d),\qquad u(-t)=0 .$$

Let $w=\sinh k(z+t)$, which solves the equation without the source and also vanishes at the gate. Multiply the equation by $w$, subtract $\kappa u(w''-k^2w)=0$, and integrate from the gate to just below the channel:

$$\kappa\left[w u'-u w'\right]_{z=0^-}=-4\pi\sinh k(t-d).$$

Above the channel $u\propto e^{-kz}$. If the channel charge responds linearly with quantum capacitance $C_q$ per area, the jump in displacement gives $\kappa u'(0^-)=-(\kappa_{\rm top}k+4\pi C_q)u(0)$. Inserting this and dividing by $-\sinh kt$,

$$u(k)=\frac{4\pi\,\sinh k(t-d)/\sinh kt}{k(\kappa\coth kt+\kappa_{\rm top})+4\pi C_q}.$$

The area integral of $u$ is its $k\to0$ value. With $C_{\rm ox}=\kappa/4\pi t$,

$$\int u\,d^2r=\frac{1-d/t}{C_{\rm ox}+C_q}.$$

A gate-voltage change moves the channel potential by the fraction $C_{\rm ox}/(C_{\rm ox}+C_q)$ of itself. The gate change that cancels the average rise over area $A$ is therefore

$$\Delta V_T=\frac{1-d/t}{C_{\rm ox}A},$$

whatever $C_q$ is. From here on I take a nearly empty channel, $C_q=0$, so the area average is $\bar u=\Delta V_T$. I return to screening below.

**Q.** That looks like plain electrostatics. Where can it go wrong?

**A.** The electrostatics stands. What needs care is the assumption that current responds to the average of $u$. Suppose fixed oxide charges have already produced a rough potential energy $U(\mathbf r)$. In the subthreshold regime, with Boltzmann statistics and uniform mobility, the sheet conductivity is

$$s(\mathbf r)=s_0e^{-U(\mathbf r)/kT},$$

where $kT$ is the thermal energy. At small drain bias the current density is $-s\nabla f$, where $f$ is the electrochemical potential expressed as a voltage: $f=V$ at the source, $f=0$ at the drain, and no net current escapes at the sides.

First we need a fair conversion from current to gate voltage. If $U$ rises uniformly by $\delta$, then $s$ is multiplied everywhere by $e^{-\delta/kT}$. The equation $\nabla\cdot(s\nabla f)=0$ keeps the same solution $f$, so the conductance $G$ is multiplied by the same factor, however rough the channel. A step from $G$ to $G'$ thus equals a gate shift

$$\Delta V=kT\ln\frac{G}{G'} .$$

For small steps this is the current step divided by the transconductance. The question is whether $R=\Delta V/\Delta V_T$ equals one.

**Q.** Then how does the conductance respond to a local rise?

**A.** Let primes mark quantities after capture, with the same contact voltages. Because $s\nabla f$ has no divergence,

$$\int s\nabla f\cdot\nabla f'\,d^2r=\oint f'\,s\nabla f\cdot\mathbf n\,d\ell=V I=GV^2 .$$

Only the source contributes, since $f'=0$ at the drain. Exchanging the two states gives $\int s'\nabla f'\cdot\nabla f\,d^2r=G'V^2$. Subtracting,

$$G'-G=\frac1{V^2}\int(s'-s)\,\nabla f\cdot\nabla f'\,d^2r .$$

This holds for any size of change. To first order, $s'-s=-s\,u/kT$ and $f'$ may be replaced by $f$. Define the share of Joule dissipation per area before capture,

$$p(\mathbf r)=\frac{s|\nabla f|^2}{GV^2},\qquad \int p\,d^2r=1 .$$

Then $\ln(G/G')=\int p\,u\,d^2r/kT$, and division by $\bar u/kT$ gives

$$R=\frac{\int p\,u\,d^2r}{\bar u}=A\,\frac{\int p\,u\,d^2r}{\int u\,d^2r}.$$

The trap is weighted by the dissipation under its footprint, not by area. A narrow pass on the current's route has both a large current density and a large voltage drop per length. A trap beneath it has $R>1$ if the average of $p$, weighted by the footprint $u$, exceeds $1/A$. A trap whose footprint lies mainly in a region that the current avoids, or crosses with little voltage drop, has $R<1$.

**Q.** Is there a case simple enough to do by hand?

**A.** Let the current be confined to a straight filament of width $w$ in a channel of width $W$ and length $L$. Inside the filament $p=1/(wL)$, and outside it vanishes. If a fraction $F$ of $\int u\,d^2r$ lies inside,

$$R=WL\,\frac{F}{wL}=\frac{W}{w}F .$$

For $W=60$ nm, $w=12$ nm and the trap described below, $F=0.603$, so $R=5\times0.603=3.01$. As a test I solved for the current with walls of $12\,kT$ and one thousandth of an electron charge, which gave 3.014. The factor $F$ matters: narrowing the filament below the footprint no longer raises $R$ in proportion to $1/w$, because less of the footprint falls on it.

**Q.** If unevenness amplifies the steps, does it amplify the average step too?

**A.** Not to first order. Let traps at one depth be equally likely everywhere, and neglect edge effects by repeating the potential periodically. Averaging over the trap position $\mathbf X$,

$$\frac1A\int d^2X\int p(\mathbf r)\,u(\mathbf r-\mathbf X)\,d^2r=\bar u\int p\,d^2r=\bar u .$$

So $\langle R\rangle=1$: the large steps are balanced by small ones. The mean square is $\langle R^2\rangle=1+\mathrm{Var}\,R\ge1$. Since telegraph noise power goes as the step squared, uneven current raises the mean power for traps with the same switching rates, although the mean step is unchanged.

**Q.** A whole electron close to the channel is hardly a small perturbation. Does first order mean anything?

**A.** It can be enclosed between strict bounds. Use the old $f$ as a trial potential after capture, and write $f=f'+h$ with $h=0$ at both contacts. Then

$$\int s'|\nabla f|^2d^2r=\int s'|\nabla f'|^2d^2r+\int s'|\nabla h|^2d^2r\;\ge\;G'V^2,$$

because the cross term $2\int s'\nabla f'\cdot\nabla h\,d^2r$ vanishes by current conservation. The left side is $GV^2\langle e^{-u/kT}\rangle_p$, where $\langle\cdot\rangle_p$ is the average weighted by $p$. Hence $G'/G\le\langle e^{-u/kT}\rangle_p$.

Next use the old current density $\mathbf j$, of total $I$, as a trial flow. Write $\mathbf j=\mathbf j'+\mathbf g$, where $\mathbf j'$ is the true flow after capture with the same total. The difference $\mathbf g$ has no divergence and no net flow through a contact. Since $\mathbf j'/s'$ is minus a gradient of a potential that is constant on each contact, the cross term $2\int\mathbf j'\cdot\mathbf g/s'\,d^2r$ vanishes, and

$$\frac{I^2}{G'}\le\int\frac{|\mathbf j|^2}{s'}d^2r=\frac{I^2}{G}\langle e^{u/kT}\rangle_p .$$

The last step uses $|\mathbf j|^2/s=s|\nabla f|^2$, whose integral is $GV^2=I^2/G$. Together,

$$-\ln\langle e^{-u/kT}\rangle_p\le\ln\frac G{G'}\le\ln\langle e^{u/kT}\rangle_p .$$

Convexity of the exponential places the first-order value $\langle u\rangle_p/kT$ between the same limits. If the lower limit exceeds $\bar u/kT$, an excess step is certain within the model, from the current pattern before capture alone.

**Q.** Could the strong local potential of the charge explain the excess by itself, with no disorder?

**A.** In a wide uniform channel it works the other way. Replace the footprint by a disc of radius $a$, with $\pi a^2\ll A$, where $u/kT=b$. Let $E$ be the far field and $E_i$ the field inside. Outside, $f=-E(r+c/r)\cos\theta$; inside, $f=-E_ir\cos\theta$. Continuity of $f$ and of the radial current at $r=a$ require

$$E(1+c/a^2)=E_i,\qquad E(1-c/a^2)=e^{-b}E_i .$$

Adding them gives $E_i=2E/(1+e^{-b})$. The formula for $G'-G$ then yields

$$\ln\frac{G}{G'}\simeq\frac{\pi a^2}{A}(1-e^{-b})\frac{2}{1+e^{-b}}=\frac{\pi a^2}{A}\,2\tanh\frac b2 .$$

The area average is $b\,\pi a^2/A$, so $R=\tanh(b/2)/(b/2)<1$. Current goes around the obstacle, and the loss saturates.

The opposite limit is a channel so narrow that $u$ varies only along its length. Resistances then add in series, $G/G'=\langle e^{u/kT}\rangle_L\ge e^{\langle u\rangle_L/kT}$, with $\langle\cdot\rangle_L$ the average along the length. The step then exceeds its first-order value even without disorder. That is not yet an excess over $\Delta V_T$: in so narrow a channel only a fraction $F$ of the footprint falls on it, so $\langle u\rangle_L=F\,\Delta V_T$, and $R$ can stay below one.

The filament shows a related effect. With a full electron charge its ratio rises from 3.01 to 3.62. I read this as a partial approach to the series limit, since the walls hinder a detour, though 12 nm is not narrow enough for that limit to apply strictly. Taken as a uniform channel of its own, the filament has one fifth of the area and five times the $\Delta V_T$, so its ratio is $3.62/5=0.72$, still below one.

**Q.** What do actual numbers look like?

**A.** Take a channel 60 nm long and 60 nm wide at 300 K, on 10 nm of oxide with $\kappa=20$, and vacuum above. There are 108 fixed charges, half of each sign, at random places 2 nm below the channel, or $3\times10^{12}$ cm$^{-2}$. The trap has the same depth. Potentials, and the current pattern across the width, repeat periodically. The current is solved on a square network of 1 nm spacing.

With $e/\varepsilon_0=18.1$ V nm, the area-averaged shift in ordinary units is

$$\Delta V_T=\frac{e(t-d)}{\varepsilon_0\kappa A}=\frac{18.1\times8}{20\times3600}\ \mathrm V=0.00201\ \mathrm V .$$

Since $kT=0.02585$ eV, the predicted current loss is $1-e^{-0.00201/0.02585}=7.5\%$. The fixed charges give an rms disorder energy of 0.041 eV, about $1.6\,kT$. The trapped electron raises the energy by at most 0.059 eV, or $2.3\,kT$.

I placed the trap at 225 positions on a regular lattice. The largest full-charge step has $R=2.80$, so its equivalent shift is $2.80\times0.00201=0.0056$ V (5.6 mV). The current loss is $1-e^{-0.00563/0.02585}=19.6\%$ instead of 7.5%. The circle of radius 10 nm around this trap holds 8.8% of the area but 24.5% of the dissipation, a ratio of 2.8. The bounds for this trap are 2.01 and 4.33, so the excess does not rest on the first-order formula.

**Q.** How close is the first-order formula, and how usual is such a trap?

**A.** For one thousandth of an electron charge, the dissipation formula and the repeated current solutions differ by at most $2.2\times10^{-4}$ in $R$ over the 225 positions. The mean ratio is 1.000 and the mean square 1.19. For the full charge at the worst position, first order gives 2.81 against 2.80. Over all positions the two sets have a correlation of 0.99, so the dissipation pattern before capture largely sorts the traps.

Large steps are the minority. The full-charge ratios run from 0.37 to 2.80, with median 0.87 and mean 0.99; 37% exceed one. For 24% of positions the lower bound alone exceeds one. In the uniform channel the same full charge gives 0.98. A disc with the peak energy throughout would give $\tanh(1.14)/1.14=0.71$; the true footprint is weaker everywhere away from its centre, and its loss saturates less.

**Q.** Perhaps you were lucky with one arrangement of charges.

**A.** I repeated the calculation for 30 arrangements, holding geometry, temperature and trap depth fixed and scaling only the disorder potential. The largest first-order ratio in each sample, taken over all 3600 network cells rather than 225 positions and averaged over samples, was 1.42 at one quarter strength, 1.97 at half strength and 3.37 at full strength. At full strength, a full charge at the site of largest first-order ratio gave a median of 2.87. These are extremes chosen within each sample, not typical traps.

**Q.** Which real device is this supposed to resemble, and what have you left out?

**A.** The parameters are rough values in the regime of a monolayer MoS$_2$ transistor on hafnia: permittivity about 20, mobility a few tens of cm$^2$/Vs, and charged defects of order $10^{12}$ to $10^{13}$ cm$^{-2}$. A 60 nm square channel is small, and the assumed mean electron density of $10^{10}$ cm$^{-2}$ lies deep below threshold. Real source and drain metals screen nearby charges, which the periodic potential ignores. Treating them as grounded planes lowers $kT\ln(G/G')/\Delta V_T$ for this trap from 2.80 to 2.22. That is no longer the ratio of gate shifts, however. The planes also weaken the gate's hold on the channel, most of all near the contacts, so a larger gate change is needed to produce the same current step. If the gate bias leaves the channel level with the contacts apart from the disorder, the ratio inferred from a measured gate shift therefore lies above 2.22 and may even exceed 2.80. A bias that pulls the middle of the channel below its ends moves the dissipation toward the contacts, and the ratio for this trap can then fall below 2.22. Barriers at the contacts, which may also control the current in such devices, are not modelled. Nor is the in-plane polarization of the MoS$_2$ layer itself, which would smooth the potentials somewhat.

The other changes, made one at a time for the same trap and fixed charges, are these:

- Channel screening: at the densest point the quantum capacitance is 1.24 times that of the oxide, so screening there should not be dismissed without a calculation. This ratio compares uniform responses, and a dense spot only a few nanometres wide is screened less than it suggests. Applying that peak value everywhere, in linear response, gives $R=2.44$. At the mean density the capacitance ratio is only about 0.035. A self-consistent nonlinear calculation is still missing.
- Temperature: at 400 K, with the potentials unchanged, $R=2.28$. The first-order $R$ contains $kT$ only through $p$, and a higher temperature evens out the conductivity.
- Quantum smearing: with an effective mass of 0.5, the potentials blur over 0.7 nm and $R=2.77$. Halving the network spacing instead gives 2.82.

Boltzmann statistics are safe here: the peak density is 3% of the thermal band density. The estimated mean free path, 1.0 nm for a mobility of 30 cm$^2$/Vs, is below the 2 nm charge depth, so carriers scatter often on the scale of the disorder. But it is also well below their thermal wavelength of about 6 nm. Band conduction with a local mobility is therefore an assumption here, and hopping between localized states may describe a real channel better. The band-edge mass is taken as isotropic. The trap also adds one scatterer to 108, about 0.9% on an area average. That is small beside the 7.5% electrostatic loss, but its local weight can be larger.

For an assumed 1 V across the oxide the field is 1 MV/cm, below a rough breakdown field of a few MV/cm. With an assumed barrier of 2 eV and oxide mass of 0.2, the tunnelling factor is about $10^{-5.5}$ from channel to trap and $10^{-24}$ from channel to gate. Exchange with the trap is thus far easier than direct leakage to the gate.

The most serious omission is granularity. The mean number of mobile electrons in this channel is 0.36, so $s(\mathbf r)$ can describe only a time average, and correlations between electrons are absent. The corrections were also computed one at a time, and they need not simply add. I would trust the mechanism and an excess of roughly two to three times for this trap within the model, but nothing finer.

**Q.** So what may I conclude from my own large step?

**A.** A step above $\Delta V_T$ does not by itself show that several charges moved. Within this model, one charge can be enough if its footprint covers clearly more than its area share of the dissipation. A slight excess does not guarantee it, because the effect of a whole electron can saturate; it is certain when the lower bound above exceeds $\bar u/kT$. The size alone cannot identify the cause, since two traps switching together could give the same step.

A useful check is to change the current pattern while the same trap remains active, for example by raising the temperature moderately. If the disorder potential stays fixed and the channel stays below threshold, the equivalent shift of a trap beneath a bottleneck should generally move toward $\Delta V_T$ as the conductivity evens out. It need not do so at every step, because the main current path may move as well. Such a change points to a bottleneck but does not count the charges, since two traps beneath the same bottleneck can show the same trend. The numerical output below gives the remaining values for the example.

## Numbers as computed

```
channel length and width: 60 nm
oxide thickness: 10 nm
depth of trap and fixed charges: 2 nm
oxide relative permittivity: 20
temperature: 300 K
thermal energy kT: 0.02585 eV
fixed charge density: 3.0e+12 cm^-2
number of fixed charges: 108
rms disorder energy: 0.0409 eV
peak energy rise from trap: 0.0590 eV
area-averaged threshold shift: 0.00201 V
predicted current loss: 7.5 %
uniform channel, full-charge ratio: 0.981
filament width: 12 nm
footprint fraction in filament: 0.603
filament ratio, formula: 3.014
filament ratio, small charge solved: 3.014
filament ratio, full charge solved: 3.620
trap positions sampled: 225
small-charge ratio, mean: 1.0000
small-charge ratio, mean square: 1.189
small-charge ratio, largest: 2.805
formula minus solved, worst: 2.2e-04
full-charge ratio, smallest: 0.371
full-charge ratio, median: 0.873
full-charge ratio, mean: 0.986
full-charge ratio, largest: 2.801
positions with full ratio above 1: 36.9 %
positions with lower bound above 1: 24.4 %
correlation, first-order with full: 0.992
largest-step trap, from source: 21.5 nm
largest-step trap, across width: 9.5 nm
its first-order ratio: 2.805
its lower bound on ratio: 2.013
its upper bound on ratio: 4.330
its actual threshold shift: 0.00563 V
its actual current loss: 19.6 %
dissipation within 10 nm of it: 24.5 %
area within 10 nm of it: 8.8 %
30 samples, disorder x0.25, mean largest first-order ratio: 1.423
30 samples, disorder x0.5, mean largest first-order ratio: 1.973
30 samples, disorder x1.0, mean largest first-order ratio: 3.373
30 samples, median full ratio at hottest site: 2.872
its ratio on 0.5 nm grid: 2.815
its ratio with quantum smearing: 2.765
its ratio with peak-density screening: 2.435
its ratio with grounded contacts: 2.222
its ratio at 400 K: 2.278
quantum smearing length: 0.701 nm
mean electron density: 1.0e+10 cm^-2
mean number of channel electrons: 0.36
peak electron density: 3.53e+11 cm^-2
peak density / band density: 0.0327
peak quantum / oxide capacitance: 1.235
mean free path at 30 cm2/Vs: 1.02 nm
added scatterers, area average: 0.93 %
oxide field at 1 V drop: 1.0 MV/cm
log10 tunnelling, channel to trap: -5.5
log10 tunnelling, channel to gate: -24.3
```
